# The Magnetic-Dipole Term Missing from Bruno's Orbital-Moment Relation: test program

```python
"""Spin-orbit anisotropy of a d shell at large exchange splitting.

Result under test, for H = h - Delta n.S + xi L.S with real h:
  E(n) = -(xi/4)(L_down - L_up) - (xi^2/Delta) N_s
         + (7 xi^2/(4 Delta)) T_n + M(n)/(4 Delta^2) + ...
n: majority-spin direction; Delta: exchange splitting; xi: spin-orbit constant
L_down, L_up: orbital moment along n carried by each spin channel
N_s: number of majority minus minority electrons
T_n: component along n of the sum of s - 3 r(r.s), r a unit vector
M: energy-weighted sum of transverse L elements in the active channel
In the code LX is L already multiplied by xi (site by site in clusters).
"""
import numpy as np
from scipy.constants import physical_constants

# Real d orbitals as quadratic forms r.A.r with Tr(A A) = 1
r2, r6 = np.sqrt(2.0), np.sqrt(6.0)
forms = np.zeros((5, 3, 3))
for index, (i, j) in enumerate([(0, 1), (1, 2), (0, 2)]):   # xy, yz, xz
    forms[index, i, j] = forms[index, j, i] = 1 / r2
forms[3] = np.diag([1, -1, 0]) / r2                         # x2-y2
forms[4] = np.diag([-1, -1, 2]) / r6                        # z2

# -i (r x grad) acts on a quadratic form as -i [J, A]
levi = np.zeros((3, 3, 3))
for i, j, k in [(0, 1, 2), (1, 2, 0), (2, 0, 1)]:
    levi[i, j, k], levi[i, k, j] = 1, -1
L = np.array([[[-1j * np.trace(a @ (J @ b - b @ J)) for b in forms]
               for a in forms] for J in levi])
assert np.allclose(L[0] @ L[1] - L[1] @ L[0], 1j * L[2])
assert np.allclose(sum(M @ M for M in L), 6 * np.eye(5))

# Angular quadrature for the quadrupole 1 - 3 (r.n)^2
nodes, node_weights = np.polynomial.legendre.leggauss(8)
phis = 2 * np.pi * np.arange(16) / 16
ct, ph = [g.ravel() for g in np.meshgrid(nodes, phis, indexing="ij")]
weights = np.repeat(node_weights, 16) * 2 * np.pi / 16
st = np.sqrt(1 - ct**2)
points = np.array([st * np.cos(ph), st * np.sin(ph), ct])
orbitals = np.sqrt(15 / (8 * np.pi)) * np.einsum(
    "ip,aij,jp->ap", points, forms, points)
assert np.allclose((orbitals * weights) @ orbitals.T, np.eye(5))


def quadrupole(n):
    return (orbitals * weights * (1 - 3 * (n @ points)**2)) @ orbitals.T


def along(n, ops):
    return np.einsum("k,kab->ab", n, ops)


def transverse_axes(n):
    trial = np.eye(3)[np.argmin(abs(n))]
    e1 = np.cross(trial, n)
    e1 /= np.linalg.norm(e1)
    return e1, np.cross(n, e1)


def occupations(h, delta, N):
    eps, C = np.linalg.eigh(h)
    energies = np.concatenate([eps - delta / 2, eps + delta / 2])
    occ = np.zeros(len(energies), bool)
    occ[np.argsort(energies)[:N]] = True
    return eps, C, occ[:len(eps)], occ[len(eps):]


def second_order(h, delta, N, LX, n):
    """Same-spin and opposite-spin energies from explicit pair sums."""
    eps, C, up, down = occupations(h, delta, N)
    e1, e2 = transverse_axes(n)
    Ln = C.T @ along(n, LX) @ C
    Lp = C.T @ (along(e1, LX) + 1j * along(e2, LX)) @ C
    same = flip = 0.0
    for occ in (up, down):
        for o in np.where(occ)[0]:
            for u in np.where(~occ)[0]:
                same -= abs(Ln[u, o])**2 / (4 * (eps[u] - eps[o]))
    for start, end, op, shift in [(up, down, Lp, delta),
                                  (down, up, Lp.conj().T, -delta)]:
        for o in np.where(start)[0]:
            for u in np.where(~end)[0]:
                flip -= abs(op[u, o])**2 / (4 * (eps[u] - eps[o] + shift))
    return same, flip


def dipole(h, delta, N, n, site_weights=(1.0,)):
    """T_n and N_s, each summed over sites with the given weights."""
    _, C, up, down = occupations(h, delta, N)
    spin_density = (C * (up.astype(float) - down)) @ C.T
    W = np.diag(site_weights)
    T = 0.5 * np.trace(spin_density @ np.kron(W, quadrupole(n)))
    Ns = np.trace(spin_density @ np.kron(W, np.eye(5)))
    return T, Ns


def next_term(h, delta, N, LX, n):
    """M/(4 Delta^2), from pairs inside the partly filled channel."""
    eps, C, up, down = occupations(h, delta, N)
    active = down if up.all() else up
    total = 0.0
    for axis in transverse_axes(n):
        A = abs(C.T @ along(axis, LX) @ C)**2
        gaps = eps[:, None] - eps[None, :]
        total += (A * gaps)[np.ix_(~active, active)].sum()
    return total / (4 * delta**2)


pauli = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])


def diagonalize(h, delta, N, LX, n, scale):
    """Energy and xi*(L_down - L_up) from the full Hamiltonian."""
    sn = along(n, pauli)
    H = np.kron(np.eye(2), h) - delta / 2 * np.kron(sn, np.eye(len(h)))
    H = H + scale / 2 * sum(np.kron(pauli[k], LX[k]) for k in range(3))
    e, V = np.linalg.eigh(H)
    V = V[:, :N]
    moment = -np.sum(V.conj() * (np.kron(sn, along(n, LX)) @ V)).real
    return e[:N].sum(), moment


def numerical_response(h, delta, N, LX, n, s):
    """Second-order energy and linear orbital moment by differences."""
    ep, mp = diagonalize(h, delta, N, LX, n, s)
    em, mm = diagonalize(h, delta, N, LX, n, -s)
    e0, _ = diagonalize(h, delta, N, LX, n, 0.0)
    return (ep + em - 2 * e0) / (2 * s**2), (mp - mm) / (2 * s)


# Operator identity in the d shell, for random directions
rng = np.random.default_rng(7)
for _ in range(5):
    n = rng.normal(size=3)
    n /= np.linalg.norm(n)
    Ln = along(n, L)
    assert np.allclose(quadrupole(n), 2 / 7 * (Ln @ Ln - 2 * np.eye(5)))

# Random three-site clusters with unequal spin-orbit constants
site_xi = np.array([0.7, 1.0, 1.3])
LX3 = np.array([np.kron(np.diag(site_xi), M) for M in L])
Q, _ = np.linalg.qr(rng.normal(size=(15, 15)))
h3 = (Q * np.linspace(-0.5, 0.5, 15)) @ Q.T
h3 = (h3 + h3.T) / 2
cluster_ratios = []
for N in (22, 7):
    n = rng.normal(size=3)
    n /= np.linalg.norm(n)
    same, flip = second_order(h3, 5.0, N, LX3, n)
    e2, moment = numerical_response(h3, 5.0, N, LX3, n, 1e-3)
    assert np.isclose(e2, same + flip, rtol=3e-3)
    assert np.isclose(same, -moment / 4, rtol=3e-3)
    first, second = [], []
    for delta in (50.0, 100.0):
        _, flip = second_order(h3, delta, N, LX3, n)
        T, Ns = dipole(h3, delta, N, n, site_xi**2)
        lead = -Ns / delta + 7 * T / (4 * delta)
        first.append(flip - lead)
        second.append(flip - lead - next_term(h3, delta, N, LX3, n))
    ratios = (first[0] / first[1], second[0] / second[1])
    assert abs(ratios[0] - 4) < 0.25 and abs(ratios[1] - 8) < 0.5
    cluster_ratios.append((N, *ratios))

# Worked example: one ion, energies in eV
xi, Delta, Delta_weak = 0.05, 4.0, 0.5
LX = xi * L
X, Z = np.eye(3)[0], np.eye(3)[2]
site_levels = dict(xy=1.0, yz=0.6, xz=0.8, x2y2=0.3, z2=0.0)
mixing = -0.15
gate = np.diag([0.0, 0, 0, 0, 1])


def ion(shift=0.0):
    h = np.diag(list(site_levels.values())) + shift * gate
    h[3, 4] = h[4, 3] = mixing
    return h


def anisotropy(h, delta, N):
    """x minus z of: orbital, dipole, next, opposite-spin sum, T."""
    rows = []
    for n in (X, Z):
        _, moment = numerical_response(h, delta, N, LX, n, 0.02)
        _, flip = second_order(h, delta, N, LX, n)
        T, _ = dipole(h, delta, N, n)
        rows.append([-moment / 4, 7 * xi**2 * T / (4 * delta),
                     next_term(h, delta, N, LX, n), flip, T])
    return np.array(rows[0]) - np.array(rows[1])


meV = 1000.0
print(f"xi = {xi} eV, Delta = {Delta} eV, z2/x2-y2 mixing = {mixing} eV")
print("site levels (eV):", site_levels)
eps, C = np.linalg.eigh(ion())
print("eigenlevels of h (eV):", np.round(eps, 4))
print(f"lowest orbital: z2 weight {C[4, 0]**2:.4f}, "
      f"x2-y2 weight {C[3, 0]**2:.4f}")
for N, a, b in cluster_ratios:
    print(f"cluster N={N}: remainder ratio on doubling Delta, "
          f"after dipole {a:.3f}, after next term {b:.3f}")

for N in (6, 9):
    for name, n in (("x", X), ("z", Z)):
        _, moment = numerical_response(ion(), Delta, N, LX, n, 0.02)
        T, _ = dipole(ion(), Delta, N, n)
        print(f"N={N}, n={name}: L_down-L_up = {moment / xi:.5f}, "
              f"T_n = {T:.5f} (hbar)")
    orb, dip, nxt, flip, dT = anisotropy(ion(), Delta, N)
    full = (diagonalize(ion(), Delta, N, LX, X, 1.0)[0]
            - diagonalize(ion(), Delta, N, LX, Z, 1.0)[0])
    print(f"N={N}: K orbital = {orb * meV:.4f} meV, "
          f"dipole = {dip * meV:.4f} meV, next = {nxt * meV:.4f} meV")
    print(f"N={N}: K opposite-spin, unexpanded = {flip * meV:.4f} meV")
    print(f"N={N}: K orbital+dipole = {(orb + dip) * meV:.4f} meV, "
          f"with next = {(orb + dip + nxt) * meV:.4f} meV")
    print(f"N={N}: K second order = {(orb + flip) * meV:.4f} meV, "
          f"full diagonalization = {full * meV:.4f} meV")
    assert abs(dip + nxt - flip) < abs(dip - flip) < abs(flip)
    if N == 6:
        assert np.isclose(full, orb + flip, rtol=0.05)
        assert orb * dip > 0
        hartree = physical_constants["Hartree energy in eV"][0]
        print(f"N=6: K second order = {(orb + flip) / hartree * 1e6:.3f} "
              "microhartree")
    else:
        assert orb * dip < 0

# Gate shift of the z2 level
for shift in (-0.1, 0.0, 0.1):
    orb, dip, nxt, flip, dT = anisotropy(ion(shift), Delta, 6)
    print(f"N=6, z2 shift {shift:+.1f} eV: T_x-T_z = {dT:.5f}, K orbital "
          f"{orb * meV:.4f}, dipole {dip * meV:.4f}, "
          f"second order {(orb + flip) * meV:.4f} meV")
step = 1e-3
plus, minus = [anisotropy(ion(s), Delta, 6) for s in (step, -step)]
slope = (plus - minus) / (2 * step)
q = C.T @ (quadrupole(X) - quadrupole(Z)) @ C
V = C.T @ gate @ C
response = sum(q[0, u] * V[u, 0] / (eps[u] - eps[0]) for u in range(1, 5))
assert np.isclose(slope[4], response, rtol=1e-3)
print(f"N=6: d(T_x-T_z)/d(shift) = {response:.5f} per eV")
print(f"N=6: dK/d(shift) orbital = {slope[0] * meV:.4f}, "
      f"dipole = {slope[1] * meV:.4f}, "
      f"second order = {(slope[0] + slope[3]) * meV:.4f} meV per eV")
T9 = [dipole(ion(s), Delta, 9, X)[0] - dipole(ion(s), Delta, 9, Z)[0]
      for s in (-0.1, 0.1)]
assert np.isclose(T9[0], T9[1])
print(f"N=9: T_x-T_z at z2 shift -0.1 and +0.1 eV: "
      f"{T9[0]:.5f}, {T9[1]:.5f}")

# Weak ferromagnet: both channels partly filled
_, _, up, down = occupations(ion(), Delta_weak, 6)
assert not up.all() and down.any()
flip_weak = (second_order(ion(), Delta_weak, 6, LX, X)[1]
             - second_order(ion(), Delta_weak, 6, LX, Z)[1])
T_weak = (dipole(ion(), Delta_weak, 6, X)[0]
          - dipole(ion(), Delta_weak, 6, Z)[0])
dip_weak = 7 * xi**2 * T_weak / (4 * Delta_weak)
assert abs(flip_weak - dip_weak) > 0.5 * abs(flip_weak)
print(f"Delta = {Delta_weak} eV, N=6: majority {up.sum()}, "
      f"minority {down.sum()} electrons")
print(f"Delta = {Delta_weak} eV: K opposite-spin = {flip_weak * meV:.4f} "
      f"meV, dipole formula = {dip_weak * meV:.4f} meV")
print("all tests passed")
```

It prints:

```
xi = 0.05 eV, Delta = 4.0 eV, z2/x2-y2 mixing = -0.15 eV
site levels (eV): {'xy': 1.0, 'yz': 0.6, 'xz': 0.8, 'x2y2': 0.3, 'z2': 0.0}
eigenlevels of h (eV): [-0.0621  0.3621  0.6     0.8     1.    ]
lowest orbital: z2 weight 0.8536, x2-y2 weight 0.1464
cluster N=22: remainder ratio on doubling Delta, after dipole 3.971, after next term 7.952
cluster N=7: remainder ratio on doubling Delta, after dipole 3.975, after next term 7.957
N=6, n=x: L_down-L_up = 0.29691, T_n = -0.27598 (hbar)
N=6, n=z: L_down-L_up = 0.02758, T_n = 0.20203 (hbar)
N=6: K orbital = -3.3666 meV, dipole = -0.5228 meV, next = -0.0774 meV
N=6: K opposite-spin, unexpanded = -0.6186 meV
N=6: K orbital+dipole = -3.8895 meV, with next = -3.9669 meV
N=6: K second order = -3.9853 meV, full diagonalization = -3.9043 meV
N=6: K second order = -146.456 microhartree
N=9, n=x: L_down-L_up = 0.25000, T_n = -0.14286 (hbar)
N=9, n=z: L_down-L_up = 0.29520, T_n = 0.28571 (hbar)
N=9: K orbital = 0.5651 meV, dipole = -0.4688 meV, next = 0.1016 meV
N=9: K opposite-spin, unexpanded = -0.3836 meV
N=9: K orbital+dipole = 0.0963 meV, with next = 0.1979 meV
N=9: K second order = 0.1814 meV, full diagonalization = 0.2047 meV
N=6, z2 shift -0.1 eV: T_x-T_z = -0.49132, K orbital -2.9820, dipole -0.5374, second order -3.6304 meV
N=6, z2 shift +0.0 eV: T_x-T_z = -0.47801, K orbital -3.3666, dipole -0.5228, second order -3.9853 meV
N=6, z2 shift +0.1 eV: T_x-T_z = -0.44361, K orbital -3.7360, dipole -0.4852, second order -4.2968 meV
N=6: d(T_x-T_z)/d(shift) = 0.21347 per eV
N=6: dK/d(shift) orbital = -3.9346, dipole = 0.2335, second order = -3.5274 meV per eV
N=9: T_x-T_z at z2 shift -0.1 and +0.1 eV: -0.42857, -0.42857
Delta = 0.5 eV, N=6: majority 4, minority 2 electrons
Delta = 0.5 eV: K opposite-spin = -18.1498 meV, dipole formula = 3.7500 meV
all tests passed
```
